\section*{Adiabatic and Nonadiabatic Nuclear-Mass Effects in One-Electron Atoms, part 2}

The question is which part of the reduced-mass shift of a nonrelativistic one-electron atom is adiabatic, and whether the answer carries over to the electron density at the nucleus, needed for the nuclear-size shift. The questioner had counted the whole shift as nonadiabatic.

Atomic units are used. The electron has mass 1 and position $\mathbf r$; the nucleus has mass $M$, charge $Z$ and position $\mathbf R$. Further, $\epsilon=1/M$, $\mu=M/(M+1)$, $\mathbf x=\mathbf r-\mathbf R$, $x=|\mathbf x|$, $\mathbf p=-i\nabla_{\mathbf x}$, $T=p^2/2$. The clamped-nucleus orbitals $\chi_k$ are eigenfunctions of $H_0=T+V(x)$; for $V=-Z/x$, $E_n=-Z^2/2n^2$. For total momentum $\mathbf P$, $\Psi=e^{i\mathbf P\cdot\mathbf R}\psi(\mathbf x)$, and the operator acting on $\psi$ is
\begin{equation}\label{eq:HP}
H_{\mathbf P}=\frac{\epsilon}{2}(\mathbf P-\mathbf p)^2+H_0
=H_0+\frac{\epsilon P^2}{2}-\epsilon\,\mathbf P\cdot\mathbf p+\epsilon T .
\end{equation}
Adiabatic means keeping one $\chi_k$: diagonal elements are adiabatic energies, off-diagonal elements nonadiabatic couplings. With $\mathbf k=\mathbf P/(M+1)$, the exact Coulomb result is
\begin{equation}\label{eq:exact}
E=\frac{P^2}{2(M+1)}+\mu E_n,\qquad
\psi=e^{i\mathbf k\cdot\mathbf x}\mu^{3/2}\chi_n(\mu\mathbf x),
\end{equation}

The diagonal Born--Oppenheimer correction (DBOC) is $E_{\rm DBOC}=\epsilon\langle T\rangle$ for any central $V$. In the Coulomb case it equals $-\epsilon E_n$, the entire first-order mass shift, and $E_{\rm ad}=P^2/2M+(1-\epsilon)E_n$. At $\mathbf P=0$ the nonadiabatic terms start at $1/M^2$, with $\epsilon^2E_n$; to all orders they are
\begin{equation}\label{eq:rest}
\mu E_n-(1-\epsilon)E_n=E_n\frac{1-(1-\epsilon)(1+\epsilon)}{1+\epsilon}=E_n\frac{\epsilon^2}{1+\epsilon}.
\end{equation}

Momentum elements obey
\begin{equation}\label{eq:pz}
\langle j|p_z|k\rangle=i(E_j-E_k)\langle j|z|k\rangle ,
\end{equation}
so they vanish within a shell (the states of equal $n$). With $A=-(\mathbf x\cdot\nabla+\tfrac32)$, $A^\dagger=-A$, the first-order change of the Coulomb orbital due to $\epsilon T$ is $\epsilon\chi^{(1)}$, where
\begin{equation}\label{eq:chi1}
\chi^{(1)}={\sum_k}'\,\chi_k\frac{\langle k|T|n\rangle}{E_n-E_k}=A\chi_n ,
\end{equation}
the prime excluding the shell and the sum including the continuum. "The program" is the accompanying numerical check.

\subsection*{The moving atom}

Take $\mathbf P$ along $z$. The coupling $-\epsilon Pp_z$ first acts at second order. For states $a,b$ of the shell $n$ define $\Sigma_{ab}={\sum_k}'\langle a|p_z|k\rangle\langle k|p_z|b\rangle/(E_n-E_k)$. Use \eqref{eq:pz} on the second factor: $\langle k|p_z|b\rangle/(E_n-E_k)=-i\langle k|z|b\rangle$. The states of the shell may be restored to the sum because $\langle a|p_z|k\rangle=0$ for them, and completeness gives $\Sigma_{ab}=-i\langle a|p_zz|b\rangle$. Using \eqref{eq:pz} on the first factor gives in the same way $\Sigma_{ab}=+i\langle a|zp_z|b\rangle$. The mean of the two forms is
\begin{equation}
\Sigma_{ab}=\frac i2\langle a|[z,p_z]|b\rangle=\frac i2\,i\,\delta_{ab}=-\frac12\delta_{ab},
\end{equation}
the Thomas--Reiche--Kuhn sum rule; the program finds $-0.500000$ for 1s and 2s. The terms with one $T$ and one $p_z$ vanish on the diagonal by parity. Between states of opposite parity in a shell, \eqref{eq:chi1} turns them into $\langle a|p_zA|b\rangle+\langle Aa|p_z|b\rangle=\langle a|[p_z,A]|b\rangle$. From $[\partial_z,\mathbf x\cdot\nabla]=\partial_z$ one has $[p_z,A]=-p_z$, whose elements vanish in the shell.

The second-order energy from motion is therefore $-P^2/2M^2$ for every state. It is the leading term of
\begin{equation}\label{eq:trans}
\frac{P^2}{2(M+1)}-\frac{P^2}{2M}=-\frac{P^2}{2M(M+1)} .
\end{equation}
The adiabatic picture moves the nuclear mass $M$, and the electron's share of the inertia is nonadiabatic. Here the statement about $1/M^2$ needs its condition. At fixed $P$, \eqref{eq:trans} is of order $\epsilon^2$. At fixed $K=P^2/2M$ it is $-K/(M+1)$, of order $\epsilon$. It drops out of differences of levels taken at equal $\mathbf P$. Diagonalization of the full matrix \eqref{eq:HP} with coupled angular momenta tests it for the lowest level.

\subsection*{Density at the nucleus and the size shift}

An error of order $\epsilon$ in a wave function changes the energy at order $\epsilon^2$, but in general it changes other expectation values at order $\epsilon$. The adiabatic function $e^{i\mathbf P\cdot\mathbf R}\chi_n$ has the clamped contact density $\rho(0)=|\chi_n(0)|^2=Z^3/\pi n^3$ for s states, with no dependence on $M$. The admixture \eqref{eq:chi1} changes it. At the origin $\mathbf x\cdot\nabla\chi\to0$ because the slope of $\chi$ is finite, so $A\chi(0)=-\tfrac32\chi(0)$ and
\begin{equation}
\delta\rho(0)=2\epsilon\,\chi(0)\,A\chi(0)=-3\epsilon\,\rho(0).
\end{equation}
By \eqref{eq:exact} the exact density is $\mu^3\rho(0)$, with $\mu^3=1-3\epsilon+6\epsilon^2-\dots$ The program obtains $-3.00000$ from the numerical derivative of $\ln\rho(0)$ with respect to $\epsilon$ for 1s and 2s, and from the explicit off-diagonal sum for 1s. For the density, then, the mass effect is nonadiabatic already at first order.

Now let the nucleus have a spherical charge distribution $Z\varrho(x)$, $\int\varrho\,d^3x=1$, confined to a radius $R$ with $ZR\ll1$. Let $W=V_{\rm finite}+Z/x$, which vanishes for $x>R$. To leading order in $ZR$ the orbital is constant over the nucleus and $\Delta E=\rho(0)\int W\,d^3x$. Insert $1=\nabla^2(x^2/6)$ and integrate by parts twice; the surface terms vanish with $W$. Poisson's equation for the electron's potential energy is $\nabla^2W=4\pi Z[\varrho-\delta^3(\mathbf x)]$, and the delta function is annihilated by $x^2$. Thus
\begin{equation}\label{eq:size}
\Delta E=\rho(0)\int\frac{x^2}{6}\,4\pi Z\varrho\,d^3x=\frac{2\pi}{3}Z\langle r_N^2\rangle\rho(0).
\end{equation}
With the point-nucleus adiabatic function, $\langle W\rangle$ lacks the factor $1-3\epsilon$. An adiabatic calculation done from the start with the finite nucleus contains it. In $H_0+\epsilon T+\lambda W$ the energy term proportional to $\epsilon\lambda$ is, for real s states,
\begin{equation}\label{eq:mixed}
2\,{\sum_k}'\,\frac{\langle n|W|k\rangle\langle k|T|n\rangle}{E_n-E_k},
\end{equation}
the sum running over s states only, since $T$ is a scalar. Summing over $k$ with the factor $\langle k|T|n\rangle$ gives $2\langle\chi|W|A\chi\rangle$, the change of $\langle W\rangle$ caused by the mass; over the nucleus $A\chi\simeq-\tfrac32\chi$, so it equals $-3\Delta E$. Summing with the factor $\langle n|W|k\rangle$ gives twice the matrix element of $T$ between $\chi$ and the first-order change of $\chi$ caused by $W$, which is the change of $\langle T\rangle$ caused by the nuclear size. Hence
\begin{equation}
\Delta E_{\rm DBOC}=\epsilon\,\Delta\langle T\rangle=-3\epsilon\,\Delta E\qquad(ZR\to0).
\end{equation}
There is no conflict with the result for the density: the same sum is an off-diagonal effect in the basis of point-nucleus orbitals and a diagonal one in the basis of finite-nucleus orbitals. The argument used only the linearity in $W$, so any property that is the derivative of the energy with respect to a term added to $V$ that depends on $\mathbf r-\mathbf R$ only is obtained to order $\epsilon$ by differentiating the adiabatic energy, DBOC included, though in general not by averaging over the adiabatic function.

The program tests this with uniform spheres, $\langle r_N^2\rangle=3R^2/5$, $Z=1$. The ratio of the computed shift to \eqref{eq:size} is $0.9872$ at $R=0.01$ bohr and $0.9936$ at $0.005$ bohr, and linear extrapolation to $R=0$ gives $1.0000$. The ratio $\Delta\langle T\rangle/\Delta E$ is $-2.9869$ and $-2.9935$, extrapolating to $-3.0002$; the extrapolation removes only the term linear in $R$. The two departures are linked by scaling. The substitution $\mathbf y=\mu\mathbf x$ gives $E=\mu\,e(\mu R)$, so with a correction linear in $R$, as the halving above indicates, $\Delta E=\tfrac25\mu^3R^2(1-a\mu R)$. Since $\langle T\rangle=\partial E/\partial\epsilon$ (Hellmann--Feynman) and $d\mu/d\epsilon=-1$,
\begin{equation}
\frac{\Delta\langle T\rangle}{\Delta E}=-\frac{3-4aR}{1-aR}\simeq-(3-aR).
\end{equation}
At $R=0.01$ bohr, $aR=1-0.9872=0.0128$ predicts $-2.987$, as computed.

\subsection*{Numbers for hydrogen}

The digits below serve to separate terms inside the model. Relativistic terms, left out here, are of relative order $\alpha^2$ in the levels, roughly $5\times10^{-5}$, far larger than $\epsilon^2$. In the size shift they are enhanced by a logarithm of $ZR$: for a uniform sphere with the proton's rms radius the Dirac equation gives a 1s shift larger by about $6\times10^{-4}$ of itself, $1.0\times10^{-13}$ hartree, more than a third of the mass part found below.

With $M=1836.15267$, $\epsilon=5.446170\times10^{-4}$ and $\mu=0.999455679$. One hartree is $219474.631$ cm$^{-1}$. For 1s at rest,
\begin{align}
E_{\rm DBOC}&=\epsilon/2=2.723085\times10^{-4}\ \text{hartree}=59.76\ \text{cm}^{-1},\nonumber\\
E_{\rm ad}&=-0.5+0.0002723085=-0.4997276915\ \text{hartree},\nonumber\\
E&=-0.4997278397\ \text{hartree (diagonalization)},\nonumber\\
E-E_{\rm ad}&=-1.482\times10^{-7}\ \text{hartree}=-0.0325\ \text{cm}^{-1}.\nonumber
\end{align}
The second-order term alone is $-\epsilon^2/2=-1.4830\times10^{-7}$ hartree, and division by $1+\epsilon$ as in \eqref{eq:rest} gives $-1.4822\times10^{-7}$ hartree. The full mass shift is $(\mu-1)E_1=\epsilon/[2(1+\epsilon)]$, so the DBOC is $1+\epsilon=1.000545$ times the shift: it overshoots slightly, and the nonadiabatic term takes the excess back.

For 2p both terms are a quarter as large, $6.807713\times10^{-5}$ and $-3.7056\times10^{-8}$ hartree. The clamped Lyman-$\alpha$ interval is $\tfrac38\times219474.631=82302.987$ cm$^{-1}$. The DBOC changes it by $(0.6807713-2.723085)\times10^{-4}$ hartree, which is $-44.82$ cm$^{-1}$; the nonadiabatic part changes it by $(-0.37056+1.4822)\times10^{-7}$ hartree, which is $+0.0244$ cm$^{-1}$.

For an atom with $K=\tfrac32k_BT=1.42507\times10^{-3}$ hartree at 300 K, $P=\sqrt{2MK}=2.2876\ \hbar/$bohr, and \eqref{eq:trans} gives $-1.42507\times10^{-3}/1837.15267=-7.757\times10^{-7}$ hartree. This is $5.23$ times the 1s nonadiabatic term at rest, so in the total energy of such an atom the mass of the electron in translation is the larger nonadiabatic effect.

The contact density falls from $1/\pi=0.3183099$ to $0.3177904$ bohr$^{-3}$, the first-order fractional change being $-3\epsilon=-1.6339\times10^{-3}$. With the proton rms charge radius $1.58879\times10^{-5}$ bohr, \eqref{eq:size} gives $\Delta E=\tfrac23(1.58879\times10^{-5})^2=1.6828\times10^{-10}$ hartree. The radius is known to about $1.2\times10^{-8}$ bohr, which leaves $\Delta E$ uncertain by $2.6\times10^{-13}$ hartree, as much as the mass part computed next; the digits hold for the stated radius. The part that the finite-nucleus DBOC supplies is $-1.6339\times10^{-3}\times1.6828\times10^{-10}=-2.7495\times10^{-13}$ hartree. Using the full density $\mu^3\rho(0)$ in \eqref{eq:size} changes $\Delta E$ by $-2.7465\times10^{-13}$ hartree, smaller in size by the factor $(\mu^3-1)/(-3\epsilon)\simeq(-3\epsilon+6\epsilon^2)/(-3\epsilon)=1-2\epsilon$.

\subsection*{Large mass ratio, and what the labels depend on}

The expansion parameter is the ratio of the orbiting mass to the nuclear mass. For muonic hydrogen with a point Coulomb potential the proton is $8.8802$ times heavier than the muon, $\epsilon=0.11261$, and in units of the clamped energy the adiabatic value is $1-0.11261=0.88739$, the second-order value $0.90007$ and the exact one $0.89879$. For positronium, $\epsilon=1$, the DBOC cancels the clamped energy: the adiabatic value is $0$, the second-order value $1$, the exact one $0.5$, and the partial sums of the series alternate without converging.

The derivation rests on the orbital being carried rigidly with the nucleus. This holds for a free atom with several electrons too, where $\nabla_{\mathbf R}=-\sum_i\nabla_i$ makes the DBOC equal to $\langle(\sum_i\mathbf p_i)^2\rangle/2M$, with cross terms $\mathbf p_i\cdot\mathbf p_j$ that no reduced mass describes. It does not hold in a molecule or in an inhomogeneous field, where the orbital changes shape with $\mathbf R$.

Your argument treats the clamped-nucleus energy $E_n$ as if it were the adiabatic energy; the two differ by the DBOC. The division into adiabatic and nonadiabatic parts also depends on which operator defines the electronic states. Everything above uses $H_0$ with the bare electron mass. If $\epsilon T$ in \eqref{eq:HP} is moved into the electronic Hamiltonian, the orbitals are built with $\mu$, the atom at rest is exact at zeroth order, and only $-\epsilon\mathbf P\cdot\mathbf p$ remains as a coupling between them.

\section*{Calculated quantities}
\begin{verbatim}
M*DBOC from displaced overlap, 1s = 0.500000, 2s = 0.125000 hartree
1s second-order sum, total = -0.500000 hartree
  bound part = -0.168508 hartree, share = 0.3370
  continuum part = -0.331492 hartree, share = 0.6630
  2s term alone = -0.117055 hartree
p_z second-order sum, 1s = -0.500000, 2s = -0.500000 (electron mass)
d ln rho(0)/d eps, 1s = -3.00000, 2s = -3.00000, off-diagonal sum = -3.00000
sphere R = 0.5 bohr: E = -0.449735, <T> = 0.381023 hartree
  rest at eps 0.02 = -1.2266e-04, 0.01 = -3.0908e-05 hartree, ratio = 3.968
sphere shift/leading formula, R 0.01: 0.9872, 0.005: 0.9936, R->0: 1.0000
change of <T>/shift, R 0.01: -2.9869, 0.005: -2.9935, R->0: -3.0002
hydrogen: M = 1836.15267, eps = 5.446170e-04, mu = 0.999455679
1 hartree = 219474.631 cm^-1
1s clamped = -0.5000000000 hartree
1s DBOC = 2.723085e-04 hartree = 59.7648 cm^-1
1s adiabatic = -0.4997276915 hartree
1s exact, P = 0 = -0.4997278397 hartree
1s nonadiabatic = -1.4822e-07 hartree = -0.03253 cm^-1
1s eps^2 term alone = -1.4830e-07 hartree
share of mass shift given by DBOC = 1.000545
2p DBOC = 6.807713e-05, nonadiabatic = -3.7056e-08 hartree
Lyman-alpha clamped = 82302.987 cm^-1
  DBOC shift = -44.8236, nonadiabatic = 0.02440 cm^-1
300 K: P^2/2M = 1.42507e-03 hartree, P = 2.2876 hbar/bohr
  translational term = -7.7569e-07 hartree, ratio to P = 0 rest = 5.23
rho(0) clamped = 0.3183099, full = 0.3177904 bohr^-3, 3 eps = 1.6339e-03
proton rms radius = 1.5888e-05 bohr
size shift clamped = 1.6828e-10 hartree
  -3 eps term = -2.7495e-13, from full density = -2.7465e-13 hartree
muonic H: mass ratio = 8.8802, eps = 0.11261
  E/E_clamped: adiabatic = 0.88739, +eps^2 = 0.90007, exact = 0.89879
positronium: mass ratio = 1.0000, eps = 1.00000
  E/E_clamped: adiabatic = 0.00000, +eps^2 = 1.00000, exact = 0.50000
\end{verbatim}
